\section*{Symmetry of generalized regular k-point grids in cubic crystals, part 2}

The problem is which regular $k$-point grids keep the point symmetry of a cubic crystal (parent lattice sc, fcc or bcc, cube side $a$). Plane waves are $e^{2\pi i\,k\cdot r}$; with lengths in units of $a$, $k$ is in units of $2\pi/a$.

The columns of $A$ are primitive vectors, and $A^*=A^{-T}$ is the reciprocal basis. An integer matrix $H$ with $n=|\det H|\neq0$ defines a superlattice with basis $B=AH$; its Hermite form is a unique triangular representative. The grid lattice $\Lambda=K\mathbb{Z}^3$, $K=B^{-T}$, contains the reciprocal lattice. The grid $K(m+s)$, $m\in\mathbb{Z}^3$, has $n$ points modulo reciprocal lattice vectors; $s=0$ is $\Gamma$-centred.

A point operation $g$ has the integer matrix $R=A^{-1}gA$. It preserves the grid exactly when $H^{-1}RH$ is integer and $\sigma=Ks$ obeys $g\sigma-\sigma\in\Lambda$.

For $F(k)=\sum_T\hat F(T)e^{2\pi ik\cdot T}$, absolutely convergent, with grid mean $\langle F\rangle_s$ and $T=By$, $y\in\mathbb{Z}^3$, on the superlattice,
\begin{equation}
\langle F\rangle_s-\hat F(0)=\sum_{y\neq0}\hat F(By)\,e^{2\pi i\,s\cdot y}.
\label{eq:err}
\end{equation}

$O_h$ consists of the 48 signed permutations. $T$ has cyclic permutations and sign product $+1$; $T_h$ cyclic permutations, any signs; $T_d$ any permutation, sign product $+1$; $O$ determinant $+1$. $D_2$ has the twofold axes alone. $C_{2x}(x,y,z)=(x,-y,-z)$, similarly $C_{2y}$, $C_{2z}$, and $C_3(x,y,z)=(z,x,y)$.

Every lattice invariant under $T$ is invariant under $O_h$ and consists of vectors $\tfrac c2u$, $u$ integer, with cube side $c$: $P$ ($u$ all even), $I$ (all of one parity) or $F$ ($u_1+u_2+u_3$ even). $P$, $F$, $I$ superlattices have grid lattices $P$, $I$, $F$ with sides $c_k=1/c,\,2/c,\,2/c$. For an fcc parent the reciprocal lattice is $q/a$ with integer $q_i$ of one parity, and the symmetric superlattices have $n=4m^3$ ($P$, $c=ma$), $m^3$ ($F$, $c=ma$) and $16m^3$ ($I$, $c=2ma$), with $m$ a positive integer.

\section{Symmetric shifts}

Assume that inversion belongs to the group acting on $k$, either as a crystal symmetry or through time reversal in a non-magnetic crystal, so that the group contains $T_h$. Let $\Lambda$ be the grid lattice. Inversion requires $-\sigma-\sigma\in\Lambda$, so $\sigma\in\tfrac12\Lambda$, which leaves 8 classes modulo $\Lambda$.

$\Lambda=P$. Here $\sigma=\tfrac{c_k}2u$ with $u$ mod 2. $C_3$ permutes the pattern and keeps only 000 and 111.

$\Lambda=F$. Here $\sigma=\tfrac{c_k}4u$ with $\sum u_i$ even, modulo vectors $2w$ with $\sum w_i$ even. The parity pattern of $u$ is a property of the class. The six classes with two odd entries change pattern under $C_3$ and drop out. For $u=2w'$ the class is the parity of $\sum w'_i$, which gives $\sigma=0$ and $\sigma=\tfrac{c_k}{2}(1,1,1)$.

$\Lambda=I$. Here $\sigma=\tfrac{c_k}4u$ with $u$ of one parity, modulo $2w$ with $w$ of one parity. For $u=2w'$ the classes are $w'=0,e_x,e_y,e_z$, and $C_3$ permutes the last three. For odd $u$, $C_{2z}$ changes $u$ by $2(-u_1,-u_2,0)$, and $(-u_1,-u_2,0)$ has mixed parity. Only $\sigma=0$ survives.

The cube centre $\sigma_0=\tfrac{c_k}2(1,1,1)$ is unchanged by permutations and moves by $c_ke_i\in\Lambda$ under a sign change, so it is invariant under $O_h$. There are thus 2, 2 and 1 symmetric classes, counting zero, for $P$, $F$ and $I$ grid lattices, as tested for all survivors with $n\le16$. An $F$ superlattice admits no symmetric shift. Without inversion the list can be longer: for $\Lambda=F$, $\tfrac{c_k}4(1,1,1)$ moves by $-\tfrac{c_k}2(1,1,0)\in\Lambda$ under $C_{2z}$ and is unchanged by permutations, so it is invariant under $T$ and $T_d$. It is not invariant under $O$, because the fourfold rotation $(x,y,z)\to(-y,x,z)$ moves it by $-\tfrac{c_k}2(1,0,0)\notin\Lambda$.

The phases in \eqref{eq:err} follow directly. For a $P$ superlattice, $T=cu$ and $\sigma_0\cdot T=\tfrac12\sum u_i$. For an $I$ superlattice, $T=\tfrac c2u$, $\sigma_0=\tfrac1c(1,1,1)$, and again $\sigma_0\cdot T=\tfrac12\sum u_i$. The phase is $(-1)^{\sum u_i}$. Splitting the sum in \eqref{eq:err} by this sign,
\begin{equation}
\Delta_\Gamma=E_++E_-,\qquad \Delta_{\rm shift}=E_+-E_-,\qquad \tfrac12(\Delta_\Gamma+\Delta_{\rm shift})=E_+ .
\label{eq:split}
\end{equation}
$E_+$ is the $\Gamma$-centred error of the sublattice with even $\sum u_i$, which has index $2n$: $F$ of side $2c$ for a $P$ superlattice, and $P$ of side $c$ for an $I$ superlattice. The shortest vectors, $c(1,0,0)$ and $\tfrac c2(1,1,1)$, belong to $E_-$.

\section{Folding and tensors}

Let $G$ be the group of preserved operations. If $F(gk)=F(k)$, then $F$ is constant on each orbit of $G$ in the grid, and $\langle F\rangle=\frac1n\sum_jw_jF(k_j)$ with one representative $k_j$ per orbit and $w_j$ the orbit size. The number of orbits is $N_{\rm irr}$.

Let $h(k)$ be a symmetric tensor field with $h(gk)=g\,h(k)\,g^T$, such as the Hessian of a band, for which this follows by differentiating $\varepsilon(gk)=\varepsilon(k)$ twice. For $W=\langle h\rangle$ and $g\in G$, relabelling the grid points gives $W=\langle h(gk)\rangle=gWg^T$. If $G\supset T$, then $C_{2x}$ gives $W_{xy}=-W_{xy}$ and $W_{xz}=-W_{xz}$, $C_{2y}$ gives $W_{yz}=-W_{yz}$, and $C_3$ equates the diagonal elements, so $W\propto1$. If $G$ contains only a threefold axis along $\nu$ among its higher axes, less follows. $W$ commutes with the rotation, so $W\nu$ is fixed by it and is parallel to $\nu$. In the perpendicular plane a nondegenerate eigenvector of $W$ would span a line invariant under a $120^\circ$ rotation, and none exists. Hence
\begin{equation}
W=\alpha\,1+\beta\,\nu\nu^T ,
\label{eq:uni}
\end{equation}
with $\beta$ unconstrained.

\section{Worked example: fcc parent}

No material parameters are used. The primitive vectors are $a_1=\tfrac a2(0,1,1)$, $a_2=\tfrac a2(1,0,1)$, $a_3=\tfrac a2(1,1,0)$. Inverting $A$, a vector $a(x,y,z)$ has coordinates $x_1=-x+y+z$, $x_2=x-y+z$, $x_3=x+y-z$.

\subsection*{Two grids with 16 points}

Take $C_{4z}(x,y,z)=(-y,x,z)$. It sends $a_1$ to $\tfrac a2(-1,0,1)=a_1-a_3$, $a_2$ to $\tfrac a2(0,1,1)=a_1$, and $a_3$ to $\tfrac a2(-1,1,0)=a_1-a_2$. These are the columns of
\begin{equation}
R=\begin{pmatrix}1&1&1\\0&0&-1\\-1&0&0\end{pmatrix}.
\end{equation}
The $I$ superlattice of side $2a$ has basis $a(-1,1,1)$ and its cyclic partners; the first has coordinates $(3,-1,-1)$. With $J$ the matrix of ones, $H=4\cdot1-J$. Since $J^2=3J$, $(4-J)(1+J)=4+4J-J-3J=4$, so $H^{-1}=\tfrac14(1+J)$. The eigenvalues of $H$ are $1,4,4$ and $n=16$. The product $RJ$ has constant rows equal to the row sums $3,-1,-1$ of $R$, so
\begin{equation}
RH=4R-RJ=\begin{pmatrix}1&1&1\\1&1&-3\\-3&1&1\end{pmatrix}.
\end{equation}
Multiplying by $1+J$ adds the column sums $(-1,3,-1)$ to each row:
\begin{equation}
H^{-1}RH=\frac14\begin{pmatrix}0&4&0\\0&4&-4\\-4&4&0\end{pmatrix}
=\begin{pmatrix}0&1&0\\0&1&-1\\-1&1&0\end{pmatrix}.
\end{equation}
This grid keeps all 48 operations.

For $H=\mathrm{diag}(h_1,h_2,h_3)=\mathrm{diag}(2,2,4)$, $(H^{-1}RH)_{ij}=R_{ij}h_j/h_i$:
\begin{equation}
H^{-1}RH=\begin{pmatrix}1&1&2\\0&0&-2\\-\tfrac12&0&0\end{pmatrix},
\end{equation}
and $C_{4z}$ is lost. The factor 2 cancels in $H^{-1}RH$, so the symmetry is that of $\mathrm{diag}(1,1,2)$, whose grid is $\Gamma$ and $k_L=\tfrac12(1,1,-1)$. An operation is kept when $gk_L\equiv k_L$. Among the eight points $\tfrac12(\pm1,\pm1,\pm1)$, opposite ones differ by an all-odd vector, which is a reciprocal lattice vector, while other pairs differ by vectors of mixed parity, which are not. There are four classes, permuted transitively by $O_h$, so $48/4=12$ operations remain: those that keep the line along $\nu=(1,1,-1)$, forming $D_{3d}$.

\subsection*{Model band}

The model is a nearest-neighbour $s$ band with round parameters $t=1$~eV, chemical potential $\mu=0$~eV and Fermi width 1~eV. With $\kappa=2\pi k$ the physical wavevector, $c_i=\cos(\kappa_ia/2)$ and $s_i=\sin(\kappa_ia/2)$,
\begin{equation}
\varepsilon=-4t\,(c_xc_y+c_yc_z+c_zc_x),\qquad f(\varepsilon)=\frac1{e^{\varepsilon/\mathrm{eV}}+1},
\end{equation}
where $f$ now denotes the occupation. From $\partial_xc_x=-\tfrac a2s_x$ and $\partial_x^2c_x=-\tfrac{a^2}4c_x$,
\begin{equation}
\partial_x^2\varepsilon=ta^2c_x(c_y+c_z),\qquad \partial_x\partial_y\varepsilon=-ta^2s_xs_y ,
\end{equation}
and the trace of the Hessian is $2ta^2(c_xc_y+c_yc_z+c_zc_x)=-\tfrac12a^2\varepsilon$. The quantities averaged are the filling $\langle f\rangle$ and $W_{ij}=\langle f\,\partial_i\partial_j\varepsilon\rangle$. The reference values, from $H=48\cdot1$ and tested to agree with $H=40\cdot1$ within $10^{-6}$, are $\langle f\rangle=0.422357$ per spin and $W_{xx}=0.201238$~eV\,$a^2$. All errors below are signed differences, grid value minus reference value.

On the symmetric 16-point grid the grid lattice is $F$ with $c_k=1$: $k=\tfrac12q$ with $\sum q_i$ even. Modulo $2\mathbb{Z}^3$ there are 8 points with all $q_i$ even and 24 with two odd entries, and the reciprocal vector $(1,1,1)$ halves both numbers. The orbits are $\Gamma$ (weight 1, $\varepsilon=-12t$), $(1,0,0)$ (weight 3, $c=(-1,1,1)$, $\varepsilon=4t$) and $(\tfrac12,\tfrac12,0)$ (weight 12, $c=(0,0,1)$, $\varepsilon=0$). Therefore
\begin{align}
\langle f\rangle&=\frac1{16}\left[\frac1{e^{-12}+1}+\frac3{e^4+1}+\frac{12}{2}\right]=0.440872,\\
W_{xx}&=-\frac{a^2}{6}\langle f\varepsilon\rangle=\frac{ta^2}{8}\left[\frac1{e^{-12}+1}-\frac1{e^4+1}\right]=0.12275~\text{eV}\,a^2 .
\end{align}
The filling error is $0.440872-0.422357=+0.0185$, and the off-diagonal elements of $W$ vanish (tested to lie below $10^{-12}$).

The grid $\mathrm{diag}(2,2,4)$ needs 6 irreducible points instead of 3, and gives $\langle f\rangle=0.360264$, an error of $0.360264-0.422357=-0.0621$. Its tensor has equal diagonal elements $0.23254$ and $(W_{xy},W_{xz},W_{yz})=(-0.05490,+0.05490,+0.05490)$~eV\,$a^2$. This is the pattern $(\beta,-\beta,-\beta)$ of \eqref{eq:uni} with $\nu=(1,1,-1)$ and $\beta=-0.05490$. The eigenvalues are $\alpha=0.23254+0.05490=0.287$ (twice) and $\alpha+3\beta=0.23254-2(0.05490)=0.123$~eV\,$a^2$, where the cubic crystal has the single value $0.201$.

Symmetry fixes the form of the tensor and not its accuracy. The diagonal element on the symmetric grid is off by $0.12275-0.20124=-0.078$, and on the asymmetric grid by $0.23254-0.20124=+0.031$~eV\,$a^2$.

\subsection*{The symmetric family}

The table lists a selection; the allowed indices $n=1,4,8,125,216$ are left out. Here $d$ is the length of the shortest superlattice vector and $\Delta$ the error of $\langle f\rangle$; $F$ superlattices have no symmetric shift.
\begin{center}
\begin{tabular}{rccrrrr}
$n$ & type, $c/a$ & $d/a$ & $N_\Gamma$ & $\Delta_\Gamma$ & $N_{\rm sh}$ & $\Delta_{\rm sh}$\\
16 & $I$, 2 & 1.732 & 3 & $+0.0185$ & 3 & $+0.0776$\\
27 & $F$, 3 & 2.121 & 4 & $+0.0291$ & &\\
32 & $P$, 2 & 2.000 & 6 & $+0.0481$ & 2 & $-0.0836$\\
64 & $F$, 4 & 2.828 & 8 & $-0.0177$ & &\\
108 & $P$, 3 & 3.000 & 10 & $-0.0216$ & 6 & $+0.0141$\\
128 & $I$, 4 & 3.464 & 11 & $+0.00117$ & 8 & $-0.00034$\\
256 & $P$, 4 & 4.000 & 19 & $+0.00041$ & 10 & $-0.00137$
\end{tabular}
\end{center}
In this model the error is not monotonic in $n$ or in $d$, and the shift improves it for $n=108$ and 128 but worsens it for 16, 32 and 256. Equation~\eqref{eq:split} links the rows:
\begin{align}
n=16:&\quad\tfrac12(0.0185+0.0776)=0.0481=\Delta_\Gamma(32),\nonumber\\
n=32:&\quad\tfrac12(0.0481-0.0836)=-0.0178\approx\Delta_\Gamma(64),\\
n=128:&\quad\tfrac12(0.00117-0.00034)=0.00041=\Delta_\Gamma(256),\nonumber
\end{align}
with agreement up to rounding of the last digit. The same equation explains the small error at $n=16$. There $E_+=+0.0481$ and $E_-=\tfrac12(0.0185-0.0776)=-0.0296$, so the two parts partly cancel on the $\Gamma$-centred grid and add on the shifted one.

The shifted 32-point grid has $c_k=\tfrac12$ and consists of the points $\tfrac14(\text{odd},\text{odd},\text{odd})$. Modulo $2\mathbb{Z}^3$ each coordinate is $\pm\tfrac14$ or $\pm\tfrac34$. Adding $(1,1,1)$ exchanges the magnitudes $\tfrac14$ and $\tfrac34$, so points with $j$ entries of magnitude $\tfrac34$ pair with points having $3-j$. This leaves an orbit of 8 ($j=0,3$) and an orbit of 24 ($j=1,2$), with representatives $(\tfrac14,\tfrac14,-\tfrac14)$ and $(\tfrac34,\tfrac14,-\tfrac14)$. All $|c_i|=1/\sqrt2$, so $\varepsilon=-4t\cdot\tfrac32=-6t$ and $-4t(-\tfrac12+\tfrac12-\tfrac12)=+2t$, and
\begin{equation}
\langle f\rangle=\frac{8}{32}\frac1{e^{-6}+1}+\frac{24}{32}\frac1{e^2+1},
\end{equation}
which is the tabulated $0.4224-0.0836=0.3388$.

\subsection*{A shift that breaks the symmetry}

For $H=4\cdot1$, $H^{-1}RH=R$ is integer for every operation, yet the grid shifted by $s=(\tfrac12,\tfrac12,\tfrac12)$ keeps only 12 of 48. The grid lattice is the reciprocal $I$ lattice scaled by $\tfrac14$, which has no symmetric shift. The reciprocal basis vectors $(-1,1,1)$, $(1,-1,1)$, $(1,1,-1)$ sum to $(1,1,1)$, so $\sigma=\tfrac14\cdot\tfrac12(1,1,1)$. The four-class argument used for $k_L$ applies after scaling and gives $D_{3d}$ about $(1,1,1)$. The grid has 10 irreducible points and a spurious $W_{xy}=-7.0\times10^{-3}$~eV\,$a^2$.

The four rotated copies of this grid are the four cosets of the grid lattice in $\tfrac18(\text{odd},\text{odd},\text{odd})$, and their union is the shifted $P$ grid with $n=256$. Every $O_h$ orbit of the union meets each copy in exactly one orbit of that copy's stabiliser, which is why both grids have 10 irreducible points. A scalar with full cubic symmetry has the same mean on each copy, so the shifted $4\times4\times4$ grid gives the same filling as the shifted 256-point grid. A tensor averaged on one copy has only the form \eqref{eq:uni}, and becomes isotropic only after it is averaged over the four copies.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Gamma-grid cases (n<=8): 56160, preserved: 8400
cases where H R H^-1 gives the wrong answer: 11162
shifted-grid cases (n<=4, quarter shifts): 516096
Hermite forms for n=1..8: [1, 7, 13, 35, 31, 91, 57, 155]
orders of admissible F2^3 subspaces: [1, 2, 4]
Hermite forms with n<=64: 176874
sc survivors n(type,side/a): 1(P,1) 2(F,2) 4(I,2) 8(P,2) 16(F,4) 27(P,3) 32(I,4) 54(F,6) 64(P,4)
sc number preserved by T: 9, by C3: 174, by D2: 2106
fcc survivors n(type,side/a): 1(F,1) 4(P,1) 8(F,2) 16(I,2) 27(F,3) 32(P,2) 64(F,4)
fcc number preserved by T: 7, by C3: 174, by D2: 958
bcc survivors n(type,side/a): 1(I,1) 2(P,1) 4(F,2) 8(I,2) 16(P,2) 27(I,3) 32(F,4) 54(P,3) 64(I,4)
bcc number preserved by T: 9, by C3: 174, by D2: 966
symmetric shift classes incl. zero, by grid-lattice type: {'P': 2, 'I': 1, 'F': 2}
model: t = 1.0 eV, mu = 0.0 eV, Fermi width = 1.0 eV
converged filling <f> = 0.422357 per spin, W_xx = 0.201238 eV a^2
C4z in fcc lattice coordinates R = [[1, 1, 1], [0, 0, -1], [-1, 0, 0]]
I16: H = [[3, -1, -1], [-1, 3, -1], [-1, -1, 3]], n = 16
I16: H^-1 R H = ['0 1 0', '0 1 -1', '-1 1 0']
I16: operations kept 48/48, irreducible points 3, <f> = 0.440872
I16: Wxx,Wyy,Wzz = 0.12275,0.12275,0.12275 eV a^2
I16: Wxy,Wxz,Wyz = -0.00000,-0.00000,-0.00000 eV a^2
diag: H = [[2, 0, 0], [0, 2, 0], [0, 0, 4]], n = 16
diag: H^-1 R H = ['1 1 2', '0 0 -2', '-1/2 0 0']
diag: operations kept 12/48, irreducible points 6, <f> = 0.360264
diag: Wxx,Wyy,Wzz = 0.23254,0.23254,0.23254 eV a^2
diag: Wxy,Wxz,Wyz = -0.05490,0.05490,0.05490 eV a^2
n type side/a dmin/a | Gamma: N_irr, error of <f> | shifted: N_irr, error
16 I 2 1.7321 | 3, +1.85e-02 | 3, +7.76e-02
27 F 3 2.1213 | 4, +2.91e-02
32 P 2 2.0000 | 6, +4.81e-02 | 2, -8.36e-02
64 F 4 2.8284 | 8, -1.77e-02
108 P 3 3.0000 | 10, -2.16e-02 | 6, +1.41e-02
128 I 4 3.4641 | 11, +1.17e-03 | 8, -3.44e-04
256 P 4 4.0000 | 19, +4.12e-04 | 10, -1.37e-03
n=32 shifted representatives (2 pi/a) and weights: [([0.25, 0.25, -0.25], 8), ([0.75, 0.25, -0.25], 24)]
4x4x4 shifted (1/2,1/2,1/2): kept 12/48, N_irr 10, Wxy = -7.033e-03 eV a^2
\end{verbatim}
